Why hydrogen suppresses buoyant rolls better than nitrogen in a reactor

Take a horizontal reactor with a 2 cm gap, a susceptor at 900 K below, a ceiling at 400 K above, and a pressure of 760 Torr. With nitrogen as carrier the Rayleigh number is about 12 400, and with hydrogen about 250. Buoyant rolls start near 1700, so the nitrogen layer overturns and the hydrogen layer does not. The buoyant drive is the same in both gases. The factor of 49 comes from hydrogen's kinematic viscosity, 6.7 times larger, multiplied by its thermal diffusivity, 7.3 times larger.

This explanation holds for roll cells in a layer heated from below. A second kind of recirculation, caused by a temperature gradient along the stream, follows a different rule, derived further on.

**The competition in one parcel**

Let the gap be H and the wall temperature difference ΔT, with the hot wall below. A parcel rising at speed w enters cooler gas and gains a temperature excess at the rate wΔT/H. Conduction removes the excess in a time of order H²/α, where α is the thermal diffusivity, so the excess settles near θ ~ wΔT H/α. Its buoyant acceleration is gβθ, where β is the thermal expansion coefficient. Viscous drag decelerates it at about νw/H², where ν is the kinematic viscosity. The ratio of buoyancy to drag is

Ra = gβΔT H³/(να).

A large α weakens the buoyant force by erasing the temperature excess, and a large ν resists the motion that remains. The two act in succession, which is why they multiply.

**The threshold**

To find the critical value, treat density as constant except in the buoyancy term (the Boussinesq approximation). The gas is at rest and its temperature falls linearly with height z. For a small velocity **v** with vertical part w, a temperature disturbance θ and a pressure disturbance p′,

∂**v**/∂t = −∇p′/ρ + ν∇²**v** + gβθ **ẑ**,  ∇·**v** = 0,
∂θ/∂t = α∇²θ + wΔT/H.

The last term is positive because rising gas comes from the hot side. The divergence of the momentum equation gives ∇²p′/ρ = gβ ∂θ/∂z. Applying ∇² to its vertical component and inserting this result removes the pressure:

∂(∇²w)/∂t = ν∇⁴w + gβ(∇² − ∂²/∂z²)θ.

Now let w and θ vary as W(ζ) and Θ(ζ) times exp(σt) and a horizontal wave of wavenumber a/H, where ζ = z/H. With D = d/dζ, ∇² becomes (D² − a²)/H². After multiplication of the first equation by H²,

σ(D² − a²)W = (ν/H²)(D² − a²)²W − gβa²Θ,
σΘ = (α/H²)(D² − a²)Θ + (ΔT/H)W.

At rigid isothermal walls W = DW = Θ = 0.

The growth rate σ is real. To see this, multiply the first equation by −W* and integrate by parts across the gap. Multiply the second by cΘ*, with c = gβa²H/ΔT, integrate, and add:

σ[∫(|DW|² + a²|W|²)dζ + c∫|Θ|²dζ] = −(ν/H²)∫|(D² − a²)W|²dζ − (cα/H²)∫(|DΘ|² + a²|Θ|²)dζ + gβa²∫(ΘW* + WΘ*)dζ.

Every integral is real and the bracket on the left is positive, so σ is real. Instability therefore begins at σ = 0, where

(D² − a²)²W = (gβa²H²/ν)Θ,  (D² − a²)Θ = −(ΔT H/α)W.

Applying D² − a² to the first and inserting the second gives

(D² − a²)³W = −Ra a²W.

The two diffusivities now appear only as the product να.

The simplest motion is one cell filling the gap, symmetric about mid-height. Its building blocks are cosh[q(ζ − ½)] with (q² − a²)³ = −Ra a². Writing Λ = (Ra a²)^(1/3), the three solutions are

q_j² = a² + Λs_j,  s_j = −1, exp(iπ/3), exp(−iπ/3).

By the first of the two onset equations, Θ = 0 at a wall means (D² − a²)²W = 0 there. The three wall conditions on the sum of A_j cosh[q_j(ζ − ½)] are

Σ A_j cosh(q_j/2) = 0,
Σ A_j q_j sinh(q_j/2) = 0,
Σ A_j s_j² cosh(q_j/2) = 0.

Nonzero A_j require a vanishing determinant, which fixes Ra for each a. The smallest value is

Ra_c = 1707.8 at a = 3.116.

A minimum must exist. For large a the equation demands a⁶ ~ Ra a², so Ra grows as a⁴: narrow cells suffer strong drag and heat loss. For small a it demands a fixed number ~ Ra a², so Ra grows as 1/a². At onset the wavelength is 2πH/a = 4.03 cm here, so each of two counter-rotating rolls is about as wide as the gap is high.

**What the carrier changes**

For an ideal gas ρ = pM/(RT), with molar mass M. At fixed pressure β = 1/T, whatever the gas. With T = 650 K, the mean of the wall temperatures,

gβΔT = 9.807 × 500/650 = 7.54 m/s²

for both carriers. With dynamic viscosity μ, conductivity k and molar heat capacity C_p,

ν = μ/ρ = μRT/(pM),  α = kRT/(pC_p).

The second form follows because the heat capacity per volume is C_p times the number of moles per volume, p/(RT).

Rough property values at 650 K are μ = 15 and 31 µPa s, k = 0.330 and 0.047 W/(m K), and C_p = 29.3 and 30.4 J/(mol K), for hydrogen and nitrogen in that order. The ratios, hydrogen over nitrogen, are

ν: (15/31) × (28.01/2.016) = 6.72,
α: (0.330/0.047) × (30.4/29.3) = 7.28.

Hydrogen's dynamic viscosity is about half that of nitrogen. Its kinematic viscosity is larger because its density is 13.9 times lower, so a given viscous stress decelerates the gas far more.

Simple kinetic theory puts ν proportional to molecular speed times mean free path. Speed varies as M^(−1/2), which supplies a factor 3.73. If the numerical coefficient is taken to be the same for both gases, the remaining factor of 1.80 is the longer free path of the smaller molecule.

In absolute terms ν is 3.97 cm²/s for hydrogen and 0.590 cm²/s for nitrogen, while α is 6.01 and 0.825 cm²/s. With H³ = 8 × 10⁻⁶ m³,

Ra(H₂) = 7.54 × 8 × 10⁻⁶/(3.97 × 10⁻⁴ × 6.01 × 10⁻⁴) ≈ 253,
Ra(N₂) = 7.54 × 8 × 10⁻⁶/(0.590 × 10⁻⁴ × 0.825 × 10⁻⁴) ≈ 12 400.

An imaginary exchange shows that both diffusivities matter. Nitrogen given only hydrogen's ν would have Ra = 1844, just unstable. Given only hydrogen's α it would have Ra = 1702, just stable. With inputs this rough, both cases are simply marginal. Either property alone would bring nitrogen to the threshold, and the two together put hydrogen a factor of 6.7 below it.

**Forced flow and residence time**

Gas also streams through the reactor, here at a mean speed U = 20 cm/s over a heated length of 20 cm, so it stays for 1.0 s. Consider rolls whose axes lie along the stream, with no variation in the stream direction x. The forced flow enters the disturbance equations through U(z)∂/∂x, which then vanishes, and through w dU/dz, which appears only in the x-component of momentum. The equations for w and θ are unchanged, and so is the threshold. A faster parallel flow does not remove these rolls once the vertical temperature profile is established.

It can, however, carry the gas out before they grow. At a = 3.116 the time-dependent equations give σ = 8.1 s⁻¹ for nitrogen and −20 s⁻¹ for hydrogen. In one mean residence time a nitrogen disturbance could grow by 8.1 e-foldings, a factor of a few thousand, within linear theory. At this Rayleigh number narrower rolls grow a little faster, with a peak of 9.1 s⁻¹ near a = 4.4. Rolls are strongest near mid-height, where the gas moves faster than the mean, so growth along the heated length is somewhat smaller.

This estimate also assumes a linear temperature profile from the start. The slowest conduction mode, sin(πζ), decays at the rate π²α/H². In a stream of uniform speed U, with conduction along the stream neglected, its departure from the linear profile therefore falls by a factor e over a length UH²/(π²α). This is 1.35 cm for hydrogen but 9.8 cm for nitrogen, about half the heated length. With the parabolic velocity profile, which is fastest at mid-height, and with conduction along the stream included, these lengths become 2.0 and 12.9 cm. If growth is counted only over the second half, about four e-foldings remain, a factor near 60. This is a cautious count, because a steep gradient forms early near the susceptor and rolls can begin to grow there. Whether the rolls become visible then depends on the disturbances present at the inlet.

Rolls lying across the stream do feel the shear. At the same wavenumber their calculated growth rate in nitrogen drops from 8.1 to 4.6 s⁻¹.

**Gap and pressure**

Both ν and α vary as 1/p, so at fixed temperatures Ra varies as p²H³. The critical gap at 760 Torr is

H_c = 2 cm × (1707.8/Ra)^(1/3),

which is 3.8 cm for hydrogen and 1.0 cm for nitrogen. As a test, the time-dependent equations were solved numerically at these two gaps, and the growth rate vanished to within 10⁻³ α/H².

In the 2 cm gap nitrogen becomes stable below 760 × (1707.8/12 400)^(1/2) ≈ 282 Torr. It reaches hydrogen's atmospheric-pressure Rayleigh number at 760/√49 ≈ 109 Torr. In this model the choice of carrier decides the presence of rolls only between the two critical gaps. In a narrower channel neither gas overturns, and in a taller one both do.

**Return flow from a streamwise temperature gradient**

Where cold gas meets the start of the heated zone, temperature rises along the stream. Suppose T = Gx + f(z), with constant G > 0, and a steady parallel flow u(z). The two momentum equations are

0 = −(1/ρ)∂p′/∂x + ν d²u/dz²,
0 = −(1/ρ)∂p′/∂z + gβ(T − T_m),

where T_m is a constant reference temperature. Differentiating the first with respect to z and the second with respect to x, and eliminating the pressure, gives ν d³u/dz³ = gβG. In terms of ζ,

d³u/dζ³ = B,  B = gβGH³/ν.

Integration with u(0) = 0 gives u = Bζ³/6 + c₂ζ² + c₁ζ. The condition u(1) = 0 requires c₁ = −B/6 − c₂. Setting the mean speed to U requires B/24 + c₂/3 + c₁/2 = U, hence c₂ = −6U − B/4 and c₁ = 6U + B/12. Collecting terms,

u = ζ(1 − ζ)[6U − (B/12)(2ζ − 1)].

The bracket is smallest at the ceiling, ζ = 1, where it equals 6U − B/12. The gas there runs backward when B > 72U, that is, when

gβGH³/(νU) > 72.

Buoyant motion is present for any nonzero G; the number 72 says when it overcomes the forced flow. Only ν appears explicitly. Thermal diffusivity acts indirectly, by helping to set G.

Let the height-averaged temperature rise by 250 K over 10 cm, so that G = 25 K/cm. Reverse flow then occurs below U = gβGH³/(72ν), which is 1.1 cm/s for hydrogen and 7.1 cm/s for nitrogen. At equal G hydrogen is still better, but by the viscosity ratio of 6.7 and not by 49. Equal G requires a wall ramp that is long compared with the gap and with the thermal entry length of both gases. When the heating starts more abruptly, the larger α of hydrogen gives it the steeper gradient. For a floor ramp of 0.5 to 2 cm, a calculation linear in the buoyancy, with inertia and conduction kept, gives limiting speeds near 3 cm/s for hydrogen and 7 cm/s for nitrogen, a ratio between 2 and 3. With properties taken at 650 K, neither gas reverses at 20 cm/s. In this formula a ramp half as long doubles both limiting speeds, though for nitrogen inertia then becomes too strong for the formula to hold. These values take G to be the same at all heights. If the ceiling stays at 400 K and the temperature is linear in height, the streamwise gradient falls to zero at the top. With G now the height average, the number 72 becomes 90, and both limiting speeds drop by a fifth.

The choice of 650 K matters more. At the start of the ramp the gas is near 400 K, where β is larger and ν smaller. If μ varies as T^0.7, the limiting local speed varies as β/ν, or T^(−2.7). At fixed mass flow the same limit expressed as a speed at 650 K varies as T^(−3.7), so it is six times higher at 400 K. With the number 90 this gives about 5 cm/s for hydrogen and 34 cm/s for nitrogen. Hydrogen at 20 cm/s stays clear of the limit. Nitrogen may reverse near the start of the ramp, but inertia is too strong there for this formula to decide.

The formula needs weak inertia. Inertial acceleration is about U²/(ramp length), and the viscous term of the forced profile is 12νU/H². At the limiting speeds of 1.1 and 7.1 cm/s, with ν at 650 K, their ratio is 0.009 for hydrogen and 0.40 for nitrogen, so the nitrogen value is a rough estimate.

These results also show which dimensionless group separates the carriers. With Gr = gβΔT H³/ν² and Re = UH/ν,

Gr/Re² = gβΔT H/U² = 7.54 × 0.02/0.20² = 3.8

for both gases, because ν cancels. This group compares buoyancy with inertia and cannot express the carrier's advantage. For the return flow in the viscous regime the relevant group is Gr/Re, which at 20 cm/s is 38 for hydrogen and 256 for nitrogen. These numbers contain ΔT, while the threshold of 72 refers to the temperature change GH along one gap height. To compare with 72, multiply them by GH/ΔT = 0.1. The comparison needs weak inertia, which nitrogen at 20 cm/s does not have: the ratio of inertial to viscous terms is 1.1 there, and Gr/Re overstates the buoyant effect. At this speed and with a 0.5 cm ramp, buoyancy reduces the shear at the ceiling by similar fractions in the two gases, about 11 % in hydrogen and 13 % in nitrogen.

**How far the model can be trusted**

The dimensions, temperatures and speed are rough typical values for a horizontal reactor growing gallium arsenide from the vapour. The assumption most plainly broken is that of constant properties, since ΔT/T = 0.77. Suppose all the hydrogen had the properties of gas at the ceiling, with β = 1/(400 K) and with μ and k scaled from 650 K as T^0.7. Its Rayleigh number would then be 2143, apparently unstable. That number describes a layer that does not exist, because only the gas next to the ceiling is so cold.

A better answer comes from solving the steady onset problem with varying properties. Mass conservation becomes ∇·(ρ₀**v**) = 0, the viscous stress carries the local μ, the density disturbance is −ρ₀θ/T₀, and heat transport obeys

ρ₀c_p w dT₀/dz = ∇²(k₀θ),

where the subscript 0 marks the resting layer and c_p is the heat capacity per mass. With μ and k both taken to vary as T^0.7, the critical Rayleigh number, still defined with properties at 650 K, is 1677. That is 2 % below the classical value. The shift depends on the assumed exponent: 0.6 gives 1647 and 0.8 gives 1712. The threshold thus stays within about 4 % of the classical value, and both verdicts stand.

The precursors also alter the gas. One per cent of a group-V source of molar mass 78 g/mol, uniformly mixed, raises the density of hydrogen by 38 % and that of nitrogen by 2 %. With μ, k and C_p unchanged, ν falls in proportion while α stays the same, so hydrogen's Ra rises from 253 to about 350. A mixing-rule estimate raises μ of hydrogen by roughly a tenth, which brings Ra nearer 320. Either value is well below threshold.

Side walls are left out. If they are hotter or colder than the gas, they create horizontal temperature differences, which drive motion without a threshold, as the streamwise gradient does. The final strength of the nitrogen rolls is also outside linear theory. The calculation says that they grow, not how much they disturb the deposited layer. The computed values are collected in the numerical output below.

Values computed for the example and the checks

```
gap 2.0 cm, heated length 20 cm
susceptor 900 K, ceiling 400 K, mean 650 K
pressure 760 Torr, mean speed 20 cm/s
residence time 1.00 s
buoyant drive g beta dT, both gases: 7.544 m/s2
H2: M 2.016 g/mol, mu 15 uPa s, k 0.330 W/(m K), Cp 29.3 J/(mol K)
H2: nu 3.969 cm2/s, alpha 6.007 cm2/s, Pr 0.661
H2: Ra 253.1, Re 10.08, Gr 383.2
H2: Gr/Re 38.02, Gr/Re^2 3.772
H2: thermal entry length U H^2/(pi^2 alpha) 1.35 cm
H2: reverse flow below 1.06 cm/s, inertia/viscous U H^2/(12 nu ramp) there 0.009
H2: Ra if all gas had ceiling properties 2143
H2: density factor with 1 % source of 78 g/mol 1.377
N2: M 28.010 g/mol, mu 31 uPa s, k 0.047 W/(m K), Cp 30.4 J/(mol K)
N2: nu 0.590 cm2/s, alpha 0.825 cm2/s, Pr 0.716
N2: Ra 12397.5, Re 67.76, Gr 17318.4
N2: Gr/Re 255.58, Gr/Re^2 3.772
N2: thermal entry length U H^2/(pi^2 alpha) 9.83 cm
N2: reverse flow below 7.10 cm/s, inertia/viscous U H^2/(12 nu ramp) there 0.401
N2: Ra if all gas had ceiling properties 104975
N2: density factor with 1 % source of 78 g/mol 1.018
ratio H2/N2: nu 6.723, alpha 7.285
nu ratio = speed factor 3.727 x path factor 1.804
ratio of Ra, N2/H2: 48.97
critical Ra 1707.762 at wavenumber a 3.1163
roll wavelength at onset 4.03 cm
H2: Ra 253.1, growth -20.1171 1/s
N2: Ra 12397.5, growth 8.1422 1/s
N2 with nu of H2: Ra 1844.1, growth 0.2903 1/s
N2 with alpha of H2: Ra 1701.8, growth -0.0166 1/s
N2 e-foldings in the residence time 8.14
N2 rolls across the stream: growth 4.5758 1/s
critical gap: H2 3.78 cm, N2 1.03 cm
N2 becomes stable below 282 Torr
N2 has the Ra of H2 at 760 Torr when at 109 Torr
critical Ra, variable properties, small dT: 1707.76
critical Ra, variable properties, real dT: 1677.4
assumed property exponent 0.7, dT/T 0.769
reverse-flow threshold, numerical: 72.0000
streamwise gradient 25.0 K/cm over 10 cm
```
